# Absorption by two-dimensional excitons: line weights and continuum enhancement

## The first exciton

Consider an electron and a hole confined to a plane and attracting each other through the Coulomb potential. With lengths and energies in the exciton units defined below, the relative motion obeys

$$
\left(-\tfrac12\nabla^2-\frac1r\right)\psi=E\psi .
$$

Try the circular function $u=e^{-2r}$. In two dimensions $\nabla^2u=u''+u'/r=(4-2/r)u$, so

$$
-\tfrac12\nabla^2u-\frac{u}{r}=\left(-2+\frac1r-\frac1r\right)u=-2u .
$$

The energy is therefore $E_1=-2$. To normalize, use

$$
2\pi\int_0^\infty r e^{-4r}\,dr=\frac{2\pi}{16}=\frac{\pi}{8},
\qquad |\psi_1(0)|^2=\frac8\pi .
$$

This contact density fixes the strength of the first absorption line. A pair without attraction has plane-wave states of unit density, and their number per unit area in an interval $dk$ is $2\pi k\,dk/(2\pi)^2=dE/(2\pi)$, since $E=k^2/2$. Free absorption is thus a step of height $A_0=1/(2\pi)$. The first line has the area of this step over an energy range $(8/\pi)/(1/2\pi)=16$, eight times its binding energy.

## Why absorption measures the contact density

In atomic units let $\mu$ be the reduced mass and $\varepsilon$ the dielectric constant. The relative Hamiltonian is $-\nabla^2/(2\mu)-1/(\varepsilon r)$. Writing $r=(\varepsilon/\mu)\rho$ turns it into

$$
\frac{\mu}{\varepsilon^2}\left(-\tfrac12\nabla_\rho^2-\frac1\rho\right).
$$

The exciton units are therefore $\varepsilon/\mu$ for length and $\mu/\varepsilon^2$ for energy. From here on $r$, $k$ and $E$ are in these units unless stated otherwise, and $E$ is measured from the band gap.

The model has parabolic bands, a filled valence band as initial state, weak light with negligible in-plane momentum, and a dipole-allowed transition whose momentum matrix element $p$ does not depend on wavevector. Let $|\mathbf q\rangle$ be the state with one electron–hole pair of relative wavevector $\mathbf q$ and zero total momentum. A correlated pair in area $\Omega$ is

$$
|\lambda\rangle=\sum_{\mathbf q}\phi_\lambda(\mathbf q)|\mathbf q\rangle,
\qquad
\psi_\lambda(\mathbf r)=\frac1{\sqrt\Omega}\sum_{\mathbf q}\phi_\lambda(\mathbf q)e^{i\mathbf q\cdot\mathbf r}.
$$

Light creates each $|\mathbf q\rangle$ with the same amplitude $p$. Hence the amplitude for creating $|\lambda\rangle$ is

$$
p\sum_{\mathbf q}\phi_\lambda^*(\mathbf q)=p\sqrt\Omega\,\psi_\lambda^*(0).
$$

The golden rule squares this amplitude. Per unit area, the transition rate is proportional to $|p|^2$, to the squared vector potential, and to

$$
A(E)=\sum_\lambda|\psi_\lambda(0)|^2\,\delta(E-E_\lambda).
$$

The absorbed power is the photon energy $\omega$ times the rate. The incident flux is proportional to the squared electric field, hence to $\omega^2$ times the squared vector potential. The absorbed fraction is their ratio:

$$
\alpha(\omega)=\frac C\omega A(E).
$$

The constant $C$ contains $|p|^2$, the spin multiplicity and the refractive index, all taken as independent of frequency near the gap. The formula assumes that the sheet absorbs little, so that the field in it is the incident field. Spectra below are compared through $\omega\alpha(\omega)$, which removes the factor $1/\omega$.

The first exciton shows how the pair amplitudes add. Averaging $\int_0^\infty e^{-(s-iq\cos\theta)r}dr$ over angle gives $\int_0^\infty J_0(qr)e^{-sr}dr=(s^2+q^2)^{-1/2}$. Taking $-d/ds$ at $s=2$ yields

$$
\int e^{-i\mathbf q\cdot\mathbf r}\psi_1\,d^2r=\frac{4\pi\psi_1(0)}{(4+q^2)^{3/2}} .
$$

It has one sign for every $q$. Its integral with $q\,dq/(2\pi)$ is $2\psi_1(0)\int_0^\infty q(4+q^2)^{-3/2}dq=\psi_1(0)$, as the general relation requires. The strong line is a sum of band-to-band amplitudes in phase.

## All bound lines

A regular state with angular momentum $m$ behaves as $r^{|m|}$ near the origin, so states with $m\ne0$ have no contact density. For $m=0$, let $u$ be the regular solution with $u(0)=1$:

$$
u''+\frac{u'}r+\left(2E+\frac2r\right)u=0 .
$$

For a bound state put $E=-\kappa^2/2$, $\kappa>0$, and $u=e^{-\kappa r}w$. Then $u'=e^{-\kappa r}(w'-\kappa w)$ and $u''=e^{-\kappa r}(w''-2\kappa w'+\kappa^2w)$. The terms $\pm\kappa^2w$ cancel, leaving

$$
w''+\left(\frac1r-2\kappa\right)w'+\frac{2-\kappa}{r}w=0 .
$$

Set $x=2\kappa r$, so that each $r$-derivative gives a factor $2\kappa$, and multiply by $x/(4\kappa^2)$:

$$
x\frac{d^2w}{dx^2}+(1-x)\frac{dw}{dx}+s\,w=0,
\qquad s=\frac1\kappa-\frac12 .
$$

The series $w=\sum_jc_jx^j$ obeys $(j+1)^2c_{j+1}=(j-s)c_j$. If it does not end, $c_{j+1}/c_j$ approaches $1/j$, $w$ grows as $e^x$ up to a power, and $u$ grows as $e^{\kappa r}$. Normalization therefore requires $s=n-1$ with $n=1,2,\ldots$. With $\nu=n-\tfrac12$,

$$
\kappa=\frac1\nu,\qquad E_n=-\frac1{2\nu^2},\qquad w=L_{n-1}(x).
$$

The Laguerre polynomials satisfy $L_N(0)=1$, are orthonormal with weight $e^{-x}$, and obey

$$
xL_N=(2N+1)L_N-(N+1)L_{N+1}-NL_{N-1}.
$$

Multiplication by $e^{-x}L_N$ and integration gives $\int_0^\infty xe^{-x}L_N^2\,dx=2N+1$. For $N=n-1$ this is $2\nu$, and so

$$
2\pi\int_0^\infty r u^2\,dr
=\frac{2\pi}{4\kappa^2}\,2\nu=\pi\nu^3,
\qquad
|\psi_n(0)|^2=\frac1{\pi\nu^3}.
$$

For $n=1$ this returns $8/\pi$. Division by the free step gives the line part of the normalized spectrum:

$$
\frac{A_{\rm lines}}{A_0}=\sum_{n=1}^{\infty}\frac2{(n-\frac12)^3}\,
\delta\!\left(E+\frac1{2(n-\frac12)^2}\right).
$$

## The continuum

Above the gap $E=k^2/2$. The bound-state algebra remains valid with $\kappa=-ik$. The regular solution becomes

$$
u=e^{ikr}M(a,1,-2ikr),\qquad a=\frac12-\frac ik,
$$

where $M(a,1,z)=\sum_j (a)_jz^j/(j!)^2$ and $(a)_j=a(a+1)\cdots(a+j-1)$. Its size far out follows from

$$
M(a,1,z)=\frac1{\Gamma(a)\Gamma(1-a)}
\int_0^1e^{zt}t^{a-1}(1-t)^{-a}\,dt .
$$

To check this formula, expand $e^{zt}$. The beta integral of term $j$ is $\Gamma(a+j)\Gamma(1-a)/j!$, which reproduces the series.

For large $r$ the rapidly oscillating integral comes from its endpoints. Near $t=0$ it is $\Gamma(a)(2ikr)^{-a}$, with $i=e^{i\pi/2}$. This endpoint contributes to $u$

$$
e^{ikr}\frac{(2ikr)^{-a}}{\Gamma(1-a)} .
$$

The endpoint $t=1$ contributes the complex conjugate, because $1-a=a^*$; the sum is real, as it must be. Now

$$
\left|(2ikr)^{-a}\right|=(2kr)^{-1/2}\left|e^{-i\pi a/2}\right|
=(2kr)^{-1/2}e^{-\pi/(2k)} .
$$

The reflection formula for the gamma function gives $|\Gamma(\tfrac12+i/k)|^2=\pi/\cosh(\pi/k)$. Two conjugate terms make a cosine with twice the modulus of either. The outer solution is thus $u\simeq(C_k/\sqrt r)\cos\theta(r)$, with

$$
C_k^2=\frac{4}{2k}\,e^{-\pi/k}\,\frac{\cosh(\pi/k)}{\pi}
=\frac2{\pi k}e^{-\pi/k}\cosh\frac\pi k .
$$

To count states, put a wall at a large radius $R$. The phase is $\theta=kr+k^{-1}\ln(2kr)$ plus a constant independent of $r$. At fixed $k$ the logarithm is negligible beside $R$ in the level count, so successive levels are separated by $\pi/R$. The average of the squared cosine is $\tfrac12$, and the norm is

$$
2\pi\int_0^R r u^2\,dr\simeq2\pi\,\frac{C_k^2R}{2}=\pi C_k^2R .
$$

Using $dk/dE=1/k$,

$$
A(E)=\frac1{\pi C_k^2R}\,\frac R\pi\,\frac1k
=\frac1{\pi^2kC_k^2}=\frac{S(k)}{2\pi},
$$

$$
S(k)=\frac{e^{\pi/k}}{\cosh(\pi/k)}=1+\tanh\frac\pi k .
$$

Without attraction $u=J_0(kr)$ and $C_k^2=2/(\pi k)$. The same counting then gives $1/(2\pi)$, the plane-wave result.

## The edge and the high-energy limit

Since $S=2/(1+e^{-2\pi/k})$, the approach to the edge is

$$
2-S=\frac2{1+e^{2\pi/k}} .
$$

The enhancement tends to 2 as $k\to0$ and stays below 2 at every positive energy. Its difference from 2 is exponentially small in $1/k$, which makes the absorption just above the gap very flat.

The factor 2 can also be found at zero energy itself. Put $\chi=\sqrt r\,u$, which removes the first derivative:

$$
\chi''+\left(k^2+\frac2r+\frac1{4r^2}\right)\chi=0 .
$$

Far out, $\chi\simeq Bq^{-1/2}\cos\theta$ with $\theta'=q$ and $q^2=k^2+2/r$. For $k>0$, $q\to k$ at infinity, so $B^2=kC_k^2$ and $S=(2/\pi)/B^2$. The terms neglected in this form are of order $1/(r^2q^2)$ relative to $q^2\chi$. Their accumulated effect beyond $r$ is of order $\int_r^\infty dr'/(r'^2q)$, which is at most of order $r^{-1/2}$ for every $k$ because $q\ge\sqrt{2/r}$. The limit $k\to0$ may therefore be taken in $B$.

At $k=0$ the regular solution is $u=J_0(z)$ with $z=\sqrt{8r}$. Indeed $dz/dr=4/z$, so $u''+u'/r=(16/z^2)(J_0''+J_0'/z)=-(2/r)J_0$. The large-argument form of $J_0$ has squared amplitude $2/(\pi z)$. Therefore

$$
B^2=q\,r\,\frac2{\pi z}
=\sqrt{\frac2r}\;\frac{2r}{\pi\sqrt{8r}}=\frac1\pi,
\qquad S(0^+)=\frac{2/\pi}{1/\pi}=2 .
$$

As $k\to0$ the squared outer amplitude $C_k^2$ grows as $1/(\pi k)$, half its value without attraction, while $B^2=kC_k^2$ stays finite. The enhancement therefore has a finite limit.

At high energy, expansion of the hyperbolic tangent gives

$$
S=1+\frac\pi k-\frac{\pi^3}{3k^3}+\cdots .
$$

The excess over the free step falls as $E^{-1/2}$, so the free value is approached slowly.

## How the lines meet the doubled step

Assign to line $n\ge2$ the energy cell obtained by replacing $\nu$ with $\nu-\tfrac12$ and $\nu+\tfrac12$ in $E_n$. Its width is

$$
\frac12\left[\frac1{(\nu-\frac12)^2}-\frac1{(\nu+\frac12)^2}\right]
=\frac{\nu}{(\nu^2-\frac14)^2}.
$$

The line area, in units of the free step, is $2/\nu^3$. Divided by the cell width it is

$$
2\left(1-\frac1{4\nu^2}\right)^2\longrightarrow2 .
$$

The average absorption of closely spaced lines below the gap thus joins the doubled continuum above it. The doubling concerns the continuum; the separate lines are additional absorption at lower energies. With finite resolution the visible step begins below the gap, because the upper lines merge.

The total line weight follows from the sum over odd integers:

$$
\sum_{n=1}^\infty\frac1{(n-\frac12)^3}
=8\sum_{n=1}^\infty\frac1{(2n-1)^3}
=8\left(1-\frac18\right)\zeta(3)=7\zeta(3)\approx8.414 .
$$

The first line contributes 8 to this sum, or 95.1 percent.

## Form for implementation

Let $\mathcal E_x$ be the exciton energy unit in eV, $\mathcal E_g$ the gap, and $\hbar\omega$ the photon energy. A delta function of scaled energy becomes $\mathcal E_x$ times one of energy in eV. The spectrum $\omega\alpha$, divided by its free-step value, is

$$
F(\hbar\omega)=\sum_n W_n\,
\delta\!\left(\hbar\omega-\mathcal E_g+\frac{\mathcal E_x}{2\nu^2}\right)
+\Theta(\hbar\omega-\mathcal E_g)\,S(k),
$$

$$
W_n=\frac{2\mathcal E_x}{\nu^3},\qquad
k=\sqrt{\frac{2(\hbar\omega-\mathcal E_g)}{\mathcal E_x}} .
$$

Here $\Theta$ is the unit step. Evaluate $S$ as $2/(1+e^{-2\pi/k})$, because the quotient $e^{\pi/k}/\cosh(\pi/k)$ overflows at small $k$; at $k=0$ use the limit 2. For a broadened spectrum, convolve $F$ with a normalized line shape, then multiply by the free-step value of $\omega\alpha$ and divide by $\omega$ if the absorbed fraction itself is wanted.

The line sum can be cut after $n=N$. The omitted lines are replaced by a constant $F=2$ between $\mathcal E_g-\mathcal E_x/(2N^2)$, the upper end of the last retained cell, and the gap. This strip has area $\mathcal E_x/N^2$. The midpoint rule gives the same leading value for the omitted lines, $\mathcal E_x\int_N^\infty2\nu^{-3}d\nu=\mathcal E_x/N^2$. The replacement is suitable when the broadening is much larger than the spacing of the omitted lines, about $\mathcal E_x/N^3$.

## Worked example

Take round model parameters: electron mass 0.10 and hole mass 0.40 in electron masses, $\varepsilon=10$, and a gap of 1.5 eV. Then

$$
\mu=\frac{0.10\times0.40}{0.50}=0.080,\qquad
\frac{\mu}{\varepsilon^2}=0.0008\ \text{hartree}.
$$

This energy unit is 0.02177 eV, and the length unit is 66.15 angstrom. The first binding energy is $2\times0.0008=0.0016$ hartree, or 0.0435 eV. Its equivalent free-step width is $W_1=16\times0.02177=0.348$ eV. The contact density is $(8/\pi)/66.15^2=5.82\times10^{-4}$ per square angstrom.

| $n$ | Photon energy (eV) | Binding (eV) | $W_n$ (eV) |
|---|---:|---:|---:|
| 1 | 1.4565 | 0.0435 | 0.3483 |
| 2 | 1.4952 | 0.0048 | 0.0129 |
| 3 | 1.4983 | 0.0017 | 0.0028 |
| 4 | 1.4991 | 0.0009 | 0.0010 |

The second line has $(1/3)^3=3.7$ percent of the first line's weight. It lies 0.0048 eV below the gap, so a broadening whose half width at half maximum is of that size removes it as a separate peak, while the first line remains separate. A Lorentzian of that width leaves no maximum between the first line and the gap, though only just: at a half width of 0.0046 eV a faint one returns. A Gaussian leaves only a broad maximum about 0.001 eV below the gap, between 5 and 6 percent above the doubled step. At half that broadening the second line still shows, for either shape, as a distinct peak above the doubled step. The factor $1/\omega$ raises the first line's area in $\alpha$ by $1.5/1.4565$, about 3 percent, relative to a step evaluated at the gap. The first line is also where the weak-absorption assumption is most strained: a Lorentzian of half width 0.0048 eV peaks at $W_1/(\pi\times0.0048\ \text{eV})\approx23$ free steps, and a narrower line peaks higher. The formula for $\alpha$ holds at the line only if this multiple of the free-step absorbed fraction is still small compared with one.

At 0.020 eV above the gap, $k=\sqrt{0.040/0.02177}=1.36$ and $S=1.98$. At 0.100 eV, $S=1.78$; at 0.500 eV it is still 1.43. The last energy is a third of the gap, where parabolic bands and a constant $p$ need separate justification. Within the model, a fit that assumes free absorption a few binding energies above the gap would overestimate the free-step height.

## Numerical checks and limits of use

The numerical output follows this text. Diagonalization in a large disc, using the physical mass and dielectric constant, confirmed the first four energies and contact densities. A second test weighted every disc state by $e^{-\beta E}$ and compared the sum with lines plus continuum. At $\beta=0.25$ in exciton units the formulas give $4.3363+1.1703=5.5066$, and the disc gives 5.5066. This tests the relative normalization of the two parts.

Outward integration of the radial equation confirmed $S$ at four positive values of $k$ within $10^{-4}$. At zero energy it gave 1.99998, within the same tolerance of 2. At $k=30$ it gave 1.10434, against 1.10472 from $1+\pi/k$; the difference agrees with the cubic term of the expansion.

These results require the potential $-1/r$ at all separations. A layer of finite thickness softens the attraction near contact, and a thin sheet in a different dielectric surrounding can have distance-dependent screening. Either changes the radial equation, so the energies, line weights and $S$ must then be recomputed together. Electron–hole exchange and screening by free carriers are also omitted. If the optical matrix element vanishes at the band edge and grows linearly with wavevector, the amplitude involves the gradient of $\psi$ at contact instead of $\psi(0)$, and the present weights do not apply.

## Values computed for the example and the checks

```
electron mass = 0.10 electron masses
hole mass = 0.40 electron masses
reduced mass = 0.080 electron masses
dielectric constant = 10.0 (dimensionless)
band gap = 1.500 eV
exciton energy unit = 0.021769 eV
exciton length unit = 66.147 angstrom
first binding energy = 0.001600 hartree
n=1: binding = 0.043538 eV
n=1: photon energy = 1.456462 eV
n=1: equivalent free-step width = 0.348306 eV
n=1: weight relative to n=1 = 1.000000
n=2: binding = 0.004838 eV
n=2: photon energy = 1.495162 eV
n=2: equivalent free-step width = 0.012900 eV
n=2: weight relative to n=1 = 0.037037
n=3: binding = 0.001742 eV
n=3: photon energy = 1.498258 eV
n=3: equivalent free-step width = 0.002786 eV
n=3: weight relative to n=1 = 0.008000
n=4: binding = 0.000889 eV
n=4: photon energy = 1.499111 eV
n=4: equivalent free-step width = 0.001015 eV
n=4: weight relative to n=1 = 0.002915
first contact density = 5.8199e-04 angstrom^-2
sum of (n-1/2)^-3 = 8.414398 (dimensionless)
first-line share of line weight = 95.075 percent
n=2: line area / free-step cell area = 1.58025
n=5: line area / free-step cell area = 1.95092
n=20: line area / free-step cell area = 1.99737
0.002 eV above gap: k = 0.4287 exciton units, S = 1.999999
0.005 eV above gap: k = 0.6778 exciton units, S = 1.999812
0.020 eV above gap: k = 1.3555 exciton units, S = 1.980779
0.100 eV above gap: k = 3.0311 exciton units, S = 1.776489
0.500 eV above gap: k = 6.7777 exciton units, S = 1.432950
S at zero energy, integrated = 1.999981
k=0.3 exciton units: S integrated = 2.000000, formula = 2.000000
k=1.0 exciton units: S integrated = 1.996272, formula = 1.996272
k=2.0 exciton units: S integrated = 1.917152, formula = 1.917152
k=6.0 exciton units: S integrated = 1.480473, formula = 1.480473
k=30 exciton units: S integrated = 1.104339, 1+pi/k = 1.104720
Laplace beta=0.25, exciton units: disc = 5.5065865, lines = 4.3362540, continuum = 1.1703325
Laplace beta=1.00, exciton units: disc = 19.2866883, lines = 18.9736092, continuum = 0.3130791
```
